\section*{Junction leakage and the p contact in electrochemical etch stops}

\section{Potentials, currents and the two cells}

A p-type silicon wafer carries an n-type layer on one side. The etchant, hot aqueous KOH, attacks the p side through windows in a mask. The p material is to be removed and the n layer kept. All potentials are measured from the open-circuit potential of p silicon in the etchant, so an isolated p surface that passes no net current sits at $V=0$. A current is positive, or anodic, when conventional current flows from silicon into the etchant.

The steady current density of the exposed surface is $j_e(V)$. It vanishes at $V=0$, rises to a peak $j_P$ at the passivation potential $V_P$, and then falls to a small value $j_{\rm ps}$. On the rising, active branch the silicon etches. Far beyond the peak an oxide covers the surface and etching nearly stops. I use the model curve
\begin{equation}
j_e(V)=
\begin{cases}
j_P\,s(u), & u\le 1,\\
j_{\rm ps}+(j_P-j_{\rm ps})\,s(u), & u>1,
\end{cases}
\qquad s(u)=u\,e^{(1-u^8)/8},\quad u=\frac{V}{V_P}.
\label{eq:curve}
\end{equation}
Its derivative follows from the product rule:
\begin{equation}
s'(u)=e^{(1-u^8)/8}+u(-u^7)e^{(1-u^8)/8}=(1-u^8)\,e^{(1-u^8)/8}.
\label{eq:slope}
\end{equation}
Thus $s$ rises for $0\le u<1$, peaks at $s(1)=1$, and falls for $u>1$.

The n layer is held at $V_n>V_P$. When the etch front reaches it, the n surface is already beyond the peak and passivates; this assumes that n silicon has a similar passivation potential. That is the intended stop. In a real wafer the stop can come slightly earlier, once the front enters the depletion layer on the p side and the surface is drawn towards $V_n$; the model below treats a neutral p side and does not describe that last stage. In a three-electrode cell the n layer is the working electrode, accompanied by a reference and a counter electrode, and the p side floats. In a four-electrode cell the p side has its own contact, connected through a resistance $R_c$ to a supply at $V_c$, with $0\le V_c<V_P$.

\section{Where the leakage must go}

Let $V$ be the potential of the p side, taken as uniform. This supposes that the leakage, the windows and any contacts are spread evenly over the wafer; a thick p region alone does not ensure it. The junction has reverse bias $V_n-V$, because its n side is the more positive. Reverse current therefore flows from n to p inside the silicon. Write it as $I_L(V_n-V)$, a function that increases with reverse bias. In the example,
\begin{equation}
I_L(U)=I_{\rm gen}(U)+\frac{U}{R_{\rm sh}},
\label{eq:leak}
\end{equation}
where $I_{\rm gen}$ is thermal generation in the depletion layer and $R_{\rm sh}$ represents an ohmic defect across the junction.

This current brings positive charge to the p side. It can leave through the exposed area $A_e$ or through the p contact. With interface capacitance $C$, charge conservation gives
\begin{equation}
C\frac{dV}{dt}=I_L(V_n-V)-A_e j_e(V)-\frac{V-V_c}{R_c}.
\label{eq:balance}
\end{equation}
The last two terms carry minus signs because they count outflow. If $V<V_c$, the contact term changes sign and the contact supplies charge instead. A floating p side has $R_c=\infty$. All its leakage must then cross the p surface as anodic current, the same direction of current that would be used to passivate the surface deliberately.

Define the outflow minus the leakage,
\begin{equation}
F(V)=A_e j_e(V)+\frac{V-V_c}{R_c}-I_L(V_n-V),
\qquad C\frac{dV}{dt}=-F(V).
\label{eq:F}
\end{equation}
Between $0$ and $V_P$ the first term rises, the second rises or is absent, and $I_L$ falls as $V$ rises, so that $-I_L$ does not decrease. Hence $F$ is strictly increasing there. At the start,
\begin{equation}
F(0)=-\frac{V_c}{R_c}-I_L(V_n)<0,
\end{equation}
so $V$ begins to rise. An increasing function that starts negative has a zero at or before $V_P$ if and only if $F(V_P)\ge0$. Since $j_e(V_P)=j_P$, this condition is
\begin{equation}
I_L(V_n-V_P)\le A_e j_P+\frac{V_P-V_c}{R_c}.
\label{eq:criterion}
\end{equation}
If it holds, the potential settles on the active branch. If it fails, $F$ is negative throughout the interval and the potential is carried past the peak, although p silicon remains.

For the floating cell the last term vanishes. Dividing by the junction area $A_j$ gives the largest tolerable mean leakage density,
\begin{equation}
\frac{I_L(V_n-V_P)}{A_j}\le j_P\frac{A_e}{A_j}.
\label{eq:area}
\end{equation}
The whole junction collects leakage, but only the windows pass it to the etchant. Small windows on a large junction therefore make the floating cell more vulnerable.

Criterion (\ref{eq:criterion}) was tested by integrating (\ref{eq:balance}) from $V=0$ for 100 random cells, half of them floating. The ranges were 15--300 ohm for the shunt, 10--1000 ohm for the contact, 0.7--1.5 V for $V_n$, $-0.1$ to 0.2 V for $V_c$, and 3--20 cm$^2$ for $A_e$. Negative $V_c$ lies outside the range assumed above and can make $F(0)$ positive. The potential then settles below zero, and since $F$ increases up to $V_P$, $F(V_P)$ is positive too, so the criterion still gives the correct side of the peak. It did so in every case: 62 cells settled below the peak and 38 passed it.

\section{A floating wafer with two different shunts}

Take a 100 mm wafer at 60 $^\circ$C with $A_j=78.5$ cm$^2$, $A_e=10$ cm$^2$, $j_P=1$ mA/cm$^2$, $j_{\rm ps}=0.03$ mA/cm$^2$, $V_P=0.4$ V and $V_n=1.0$ V. The surface can carry at most $10\times1=10$ mA on its active branch. By (\ref{eq:area}), the critical mean leakage density is $10/78.5=0.127$ mA/cm$^2$, about one eighth of the surface peak.

At $V_P$ the junction bias is $1.0-0.4=0.6$ V and generation supplies 0.024 mA. Equality in (\ref{eq:criterion}) gives the threshold shunt
\begin{equation}
R_{\rm sh}^{P}=\frac{V_n-V_P}{A_ej_P-I_{\rm gen}}
=\frac{0.6\ {\rm V}}{(10-0.024)\ {\rm mA}}=60.1\ {\rm ohm}.
\end{equation}
A shunt of 200 ohm is above this value, and the p side settles at 0.151 V, where it etches. A shunt of 30 ohm would supply $0.6/30=20$ mA at the peak, twice what the surface can carry. The p side then runs to 0.991 V and passivates.

The steady current can mislead here. In the passive state the 30 ohm wafer leaks only $10\times0.03=0.3$ mA, because its p side has risen almost to $V_n$ and removed the junction bias. The better 200 ohm wafer, still active, passes $(1.0-0.151)/200=4.2$ mA through its shunt. In this model, a small steady current in a floating cell is not evidence of a sound junction.

\subsection{Crossing the peak and losing the active state}

Crossing $V_P$ does not at once mean full passivation. Just beyond the peak the surface still carries nearly $j_P$, while the shunt current has fallen slightly. A balance on this side requires
\begin{equation}
\frac{1}{R_{\rm sh}}=g(V),\qquad
g(V)=\frac{A_ej_e(V)-I_{\rm gen}(V_n-V)}{V_n-V}.
\end{equation}
Let $N$ be the numerator of $g$. Then
\begin{equation}
g'(V)=\frac{N'(V)}{V_n-V}+\frac{N(V)}{(V_n-V)^2}.
\end{equation}
At $V_P$, $j_e'=0$ and $N'\ge0$, since generation falls as the reverse bias falls. With $N>0$, it follows that $g'(V_P)>0$: the local maximum of $g$ lies beyond the current peak. Numerically it is at 0.43 V and corresponds to 58.6 ohm. Between 58.6 and 60.1 ohm the wafer rests slightly past the peak. Below 58.6 ohm that state is gone and the potential runs to the passive branch. The two thresholds differ by less than 3\%, so (\ref{eq:criterion}) is also a good estimate of full passivation for this floating cell and this sharp model peak. A broader peak separates them: with 4 in place of both eights in $s(u)$ the difference is about 6\%, and with 2 the passage is gradual, with neither a sudden loss nor the memory described next.

\subsection{A wafer can remain passive below threshold}

The criterion describes a start from open circuit. With the 200 ohm shunt, $F$ has three zeros. It crosses upward at the outer two, which are stable by (\ref{eq:F}), and downward at the middle one, which is unstable. The stable states are at 0.151 V and 0.943 V. A disturbance that carries $V$ past the middle zero, such as a pulse of light on the junction, leaves the wafer passive after the disturbance has ended. Avoiding passivation from a clean start is thus a weaker requirement than recovering from it.

\section{What the fourth electrode changes}

The p contact adds the outflow $(V-V_c)/R_c$. When the leakage exceeds the surface peak, (\ref{eq:criterion}) can be solved for the largest contact resistance that keeps the p side at or below the peak. Subtract $A_ej_P$ from both sides, then invert the positive quantities:
\begin{equation}
R_c\le R_{c,\max}=\frac{V_P-V_c}{I_L(V_n-V_P)-A_ej_P}.
\label{eq:rc}
\end{equation}
For the 30 ohm shunt and $V_c=0$, this is $0.4\ {\rm V}/(20.02-10)\ {\rm mA}=39.9$ ohm. From there to about 51 ohm the model p side rests slightly past the peak, its surface still carrying most of the peak current; above that it runs into passivation.

With $R_c=10$ ohm, provided by a contact distributed over the wafer, the p side settles at 0.206 V, on the active branch. The leakage is 26.5 mA, of which 20.6 mA leaves through the contact and 5.8 mA through the surface. The contact has not reduced the leakage: the floating passive wafer leaked 0.3 mA. By holding the p side low, the contact restores the junction bias and raises the leakage, but it diverts most of that current away from the etching surface. The supply of the n layer must be able to deliver it.

A contact of 100 ohm is too resistive. The p side then settles at 0.763 V, well into passivation. A fourth electrode that is connected but poorly contacted can therefore fail in the same way as a floating p side.

A simpler limit follows when the surface current is ignored. With $I_L\simeq U/R_{\rm sh}$ and $A_ej_P\to0$, (\ref{eq:rc}) becomes
\begin{equation}
R_c\le R_{\rm sh}\frac{V_P-V_c}{V_n-V_P},
\end{equation}
the condition for a voltage divider formed by shunt and contact. Here it gives $30\times0.4/0.6=20$ ohm. It is stricter than 39.9 ohm because it gives the surface no share of the current. It is useful when $j_P$ is poorly known and the shunt dominates the leakage.

The contact can also remove the memory. From (\ref{eq:slope}), put $y=u^8-1$; the falling slope has magnitude $y\,e^{-y/8}$. Its derivative, $(1-y/8)e^{-y/8}$, vanishes at $y=8$, so the steepest fall is $8/e$. The total surface current therefore falls no faster than
\begin{equation}
A_e(j_P-j_{\rm ps})\frac{8}{eV_P}
=\frac{9.7\ {\rm mA}}{0.4\ {\rm V}}\times2.94\simeq71\ {\rm mA/V}.
\end{equation}
The shunt and the good contact add a rising slope $1/30+1/10=0.133$ A/V, or 133 mA/V, to $F$. Hence $F$ rises everywhere and has one zero. Starting the calculation from the passive potential 0.991 V indeed returns the p side to 0.206 V. A real surface must first dissolve its oxide, which the steady curve does not describe.

\section{Why a good contact can fail near the end}

Even with a well-distributed contact, the p side stops being equipotential across a window once it is thin enough there. Consider a long window of half-width $a$ whose thick rim is held at $V_r$. Let $x$ run from the centre, let $t$ be the remaining neutral p thickness, with $t\ll a$, and let $\rho$ be its resistivity. Suppose this window has a uniform local leakage density $j_w>j_P$, independent of $V$. The current per unit window length along $x$ is $-(t/\rho)V'$. Its growth with $x$ equals the leakage received minus the current lost to the etchant:
\begin{equation}
\frac{d}{dx}\left(-\frac{t}{\rho}V'\right)=j_w-j_e(V)
\quad\Longrightarrow\quad
\frac{t}{\rho}V''=-h(V),\qquad h=j_w-j_e.
\end{equation}
Symmetry gives $V'(0)=0$; the rim gives $V(a)=V_r$. Call the centre potential $V_m$. Multiplying by $V'$ and integrating from the centre yields
\begin{equation}
\frac{t}{2\rho}(V')^2=-\int_{V_m}^{V}h(v)\,dv=\int_V^{V_m}h(v)\,dv .
\end{equation}
The potential falls towards the rim, so $V'$ is negative. Solving for $dx$ and integrating from centre to rim gives
\begin{equation}
a\sqrt{\frac{\rho}{t}}=\Phi(V_m),\qquad
\Phi(V_m)=\int_{V_r}^{V_m}\frac{dV}{\sqrt{2\int_V^{V_m}h(v)\,dv}} .
\label{eq:phi}
\end{equation}
To see how $V_m$ depends on thickness, set $V=V_m-y$:
\begin{equation}
\Phi(V_m)=\int_0^{V_m-V_r}\frac{dy}{\sqrt{2\int_0^y h(V_m-z)\,dz}} .
\end{equation}
On the active branch $h$ decreases with potential. Raising $V_m$ therefore reduces the denominator and lengthens the range of integration, so $\Phi$ increases. As $t$ falls, the left side of (\ref{eq:phi}) grows and the centre potential must rise. It reaches the peak when $\Phi=K\equiv\Phi(V_P)$, at
\begin{equation}
t^*=\frac{\rho a^2}{K^2}.
\label{eq:tstar}
\end{equation}
A thinner layer has no steady profile that is active across the whole window.

Take $a=0.5$ mm, $\rho=11.9$ ohm cm, $j_w=3$ mA/cm$^2$ and $V_r=0.206$ V, the rim potential being that of the severe shunt with its good contact. The extra current of this one window is neglected at the rim. Then $K=13.78$ in V, A and cm units, and
\begin{equation}
t^*=\frac{11.89\times(0.05)^2}{(13.78)^2}\ {\rm cm}=1.57\times10^{-4}\ {\rm cm}=1.57\ \mu{\rm m}.
\end{equation}
At 10 $\mu$m the centre is at 0.241 V, so the contact still controls it. A separate time-dependent calculation across the window gave 0.395 V at $1.03\,t^*$ and 0.406 V at $0.97\,t^*$, on opposite sides of the 0.4 V peak. Crossing is gradual here; the thickness at which the centre becomes fully passive was not calculated.

The junction also depletes about 0.95 $\mu$m of the p side at the rim, and about 0.88 $\mu$m at the centre when it reaches the peak, for doping of $1.5\times10^{15}$ cm$^{-3}$ on the p side and $5\times10^{15}$ cm$^{-3}$ on the n side. If depletion at the etched surface is neglected, the centre of this leaky window thus crosses the peak with roughly $1.6+0.9=2.5$ $\mu$m of p silicon above the metallurgical junction. Band bending of a few tenths of a volt at that surface would add about half a micrometre. Since $t^*$ scales as $a^2$ at fixed $\rho$, $j_w$ and $V_r$, wide windows are more exposed.

\section{The model beside a real KOH etch}

The electrochemical values are rough ones for hot KOH; they vary with concentration, temperature and crystal face. The shunts are chosen to show the two outcomes and describe defective junctions. If $j_P$ were twice as large, with the potentials and areas fixed, the critical leakage would double and the threshold shunt would be about halved.

A clean, dark junction does not need the fourth electrode for this reason. With a 10 $\mu$s generation lifetime, its generation current is 24 $\mu$A, some 400 times below the 10 mA threshold. The lifetime would have to fall to about 24 ns for generation alone to reach it. Diffusion from the p side adds only about 5 nA/cm$^2$ while the p layer is thicker than the electron diffusion length, about 180 $\mu$m; under a window thinned to 2 $\mu$m it could reach about 0.5 $\mu$A/cm$^2$, still far below the critical density. The rough band values used here put the intrinsic carrier density about 40\% above common empirical fits for silicon at 60 $^\circ$C; with those fits the three figures become about 17 $\mu$A, 17 ns and 3 nA/cm$^2$. Light is more dangerous: 0.25 mW/cm$^2$ of 2 eV photons over the whole junction would reach the threshold if every photon supplied one collected charge. Reflection and incomplete collection raise that figure.

Several other neglected effects are small for these numbers. The maximum field in the ideal planar junction is 0.024 MV/cm at the start and 0.022 MV/cm with the good contact, against a rough breakdown scale of 0.3 MV/cm. The doping is far from degenerate. At the peak current density the ohmic drop is about 0.5 mV through the wafer thickness and 3 mV through 3 cm of electrolyte with a rough conductivity of 1 S/cm, compared with $V_P=400$ mV.

The assumption most open to failure is uniformity. Current flowing sideways meets far more resistance than current flowing through the thickness. A 0.4 mm wafer of this resistivity has a sheet resistance $R_s$ of about 300 ohm per square. If $I=20.6$ mA were collected evenly over the disc and drawn off around its rim, the centre would lie $IR_s/(4\pi)\simeq0.49$ V above the rim. The actual difference is smaller, because leakage falls where the potential rises. A radial charge balance with the shunt and the windows spread evenly, and a 10 ohm contact at the rim, gives 0.43 V at the centre and 0.15 V at the rim. The centre is then slightly past the peak, where the model surface still carries nearly the peak current, so it is not yet passivated. But the wafer is far from the uniform 0.206 V of the 10 ohm example, which needs a p contact distributed over the wafer. The n layer is thinner and needs a distributed contact too if it is to stay near $V_n$ while carrying such a current. A real shunt may also be a point defect, which can carry the surface near it past the peak even when the average leakage satisfies the criterion. Timing gives little protection. A 2 nm oxide needs about 2.8 mC/cm$^2$, which the 30 ohm shunt's excess of about 1 mA/cm$^2$ at the peak could supply in 2.8 s. Oxide dissolution lengthens the real process, but etching 400 $\mu$m at a rough 20 $\mu$m/h takes 20 h. Leakage or light therefore has ample time to stop the etch early unless the p contact can carry the excess current. The main values are in the numerical output below.

\section*{Computed results}
\begin{verbatim}
Temperature: 333.15 K
Peak potential from open circuit: 0.4 V
n-layer potential: 1 V
p-contact supply potential: 0 V
Peak surface current density: 1 mA/cm2
Passive current density: 0.03 mA/cm2
Curve shape power: 8 (pure number)
Exposed area: 10 cm2
Junction area: 78.54 cm2
Peak surface current: 10 mA
Critical mean leakage density: 0.1273 mA/cm2
Shunt at peak threshold: 60.14 ohm
Shunt at loss of active state: 58.57 ohm
Potential at that loss: 0.4298 V
Random cells active/past peak: 62/38
Moderate shunt: 200 ohm
Its p potential, active start: 0.1508 V
Its p potential, passive start: 0.943 V
Severe shunt: 30 ohm
Its leakage at peak potential: 20.02 mA
Its floating p potential: 0.9911 V
Its floating leakage: 0.3 mA
Maximum p-contact resistance: 39.9 ohm
Good contact resistance: 10 ohm
p potential with good contact: 0.2064 V
Leakage with good contact: 26.48 mA
Part through p surface: 5.843 mA
Part through p contact: 20.64 mA
Poor contact resistance: 100 ohm
p potential with poor contact: 0.7628 V
Acceptor density: 1.5e+15 cm^-3
Donor density: 5e+15 cm^-3
p resistivity: 11.89 ohm cm
Window half-width: 0.5 mm
Local window leakage density: 3 mA/cm2
Integral K: 13.78 V/(A/cm2 V)^0.5
Critical neutral p thickness: 1.565 um
Centre potential at 10 um: 0.2411 V
Centre at 1.03 critical thickness: 0.3947 V
Centre at 0.97 critical thickness: 0.4057 V
p-side depletion width: 0.947 um
Generation lifetime: 10 us
Generation current at peak: 23.9 uA
Lifetime at generation threshold: 23.9 ns
p-side diffusion leakage: 5.3 nA/cm2
Light at threshold, 2 eV photons: 0.25 mW/cm2
Maximum junction field: 0.022 MV/cm
Acceptor/valence-band density: 4.1e-05 (ratio)
Drop through 0.4 mm wafer: 0.48 mV
Drop through 3 cm electrolyte: 3 mV
Charge for 2 nm oxide: 2.8 mC/cm2
Time to supply it from excess: 2.8 s
Rough time to etch 400 um: 20 h
\end{verbatim}
